# Does a larger piezoelectric d33 give a larger open-circuit voltage?

## Question

I am choosing a poled ferroelectric crystal for a small force sensor. The element is pressed along its polar axis and I read the voltage between the two electrodes. One candidate has $d_{33}=212$ pC/N, another has $311$ pC/N. The second releases more charge per newton, so I expected it to give more voltage as well.

A colleague disagrees. He says that the voltage is governed by $g_{33}$, that Landau theory gives $g_{33}=2Q_{11}P$, and that the permittivity has no influence on it. But $g_{33}$ is defined as $d_{33}$ divided by the permittivity, so how can the permittivity drop out? And when I compared two such crystals on the bench, through a metre of coaxial cable, the one with the larger $d_{33}$ did give the larger reading. Who is right?

## Answer

Your colleague is right about open terminals, apart from a small correction. Your bench reading does not contradict him, because a crystal connected to a cable and a meter is not on open circuit.

### What the definitions already say

Let axis 3 be the polar axis, with the polarization $P>0$ along it. Let $\sigma$ be the uniaxial stress along the same axis, positive in tension, with the side faces free to move. The temperature is constant. For small signals the electric displacement changes by

$$dD=d_{33}\,d\sigma+\varepsilon_{33}\,dE ,$$

where $\varepsilon_{33}$ is the permittivity at constant stress. With open terminals no charge can reach or leave the electrodes. I neglect the slight change of the electrode area under stress, although its effect can be several times the small correction found below: for crystal A of the example, with a compliance of $10^{-11}$ Pa⁻¹ and a Poisson ratio of 0.2 to 0.4, it lowers $g_{33}$ by 1 to 2 %. Then the charge per area is fixed as well, so $dD=0$ and

$$g_{33}\equiv-\left(\frac{\partial E}{\partial\sigma}\right)_D=\frac{d_{33}}{\varepsilon_{33}} .$$

Thus, of two materials, the one with the larger $d_{33}$ has the larger $g_{33}$ only if its $d_{33}$ is larger by a greater factor than its permittivity. To see which factor wins, we need to know what makes $d_{33}$ large.

### The free energy

For a single-domain crystal whose polarization stays on the polar axis, take the Landau free energy per volume

$$G(P,\sigma)=\tfrac12\alpha P^2+\tfrac14\beta P^4+\tfrac16\gamma P^6-Q_{11}\sigma P^2-\tfrac12 s\sigma^2 .$$

Here $s$ is the elastic compliance at fixed $P$, and $Q_{11}$ is the electrostriction coefficient. In a perovskite the coefficient along the polar axis is $Q_{11}$ only when that axis is a cube axis, as in the tetragonal phase. For a polar axis along [111] it must be replaced by $(Q_{11}+2Q_{12}+Q_{44})/3$, with the shear strain written $x_4=Q_{44}P_2P_3$. In lead zirconate titanate this is only about a third of $Q_{11}$. The strain is

$$x=-\frac{\partial G}{\partial\sigma}=Q_{11}P^2+s\sigma ,$$

and the field that holds the polarization at $P$ is

$$E=\frac{\partial G}{\partial P}=\alpha P+\beta P^3+\gamma P^5-2Q_{11}\sigma P .$$

Start from the poled crystal with shorted electrodes and no stress, so that $E=0$ and $\sigma=0$. Differentiate the last equation there. The term $-2Q_{11}\sigma\,dP$ vanishes because $\sigma=0$, which leaves

$$dE=\frac{dP}{\eta}-2Q_{11}P\,d\sigma,\qquad \frac1\eta=\alpha+3\beta P^2+5\gamma P^4 .$$

The quantity $1/\eta$ is the curvature of the energy well in which the polarization sits. At constant stress $dP=\eta\,dE$, so a flat well means a large $\eta$. Since $D=\varepsilon_0E+P$, the permittivity is

$$\varepsilon_{33}=\left(\frac{\partial D}{\partial E}\right)_\sigma=\varepsilon_0+\eta .$$

### Shorted terminals: the softness of the well counts

With the electrodes shorted, $dE=0$. The linearized equation gives $dP=2Q_{11}P\eta\,d\sigma$, and at constant field $dD=dP$. Therefore

$$d_{33}=2Q_{11}P\,\eta .$$

The converse effect has the same coefficient: at constant stress $dx=2Q_{11}P\,dP=2Q_{11}P\eta\,dE$.

Stress pushes on the polarization with a strength $2Q_{11}P$, and the polarization yields in proportion to $\eta$. A crystal can thus have a large $d_{33}$ merely because its well is flat.

### Open terminals: the softness nearly drops out

Now disconnect the electrodes before pressing. They keep the charge per area $D=P$ that they had when shorted. From $dD=0$ we get $dP=-\varepsilon_0\,dE$. Insert this in the linearized equation:

$$dE=-\frac{\varepsilon_0}{\eta}\,dE-2Q_{11}P\,d\sigma .$$

Collect the terms in $dE$ on the left:

$$\left(1+\frac{\varepsilon_0}{\eta}\right)dE=-2Q_{11}P\,d\sigma .$$

Hence

$$g_{33}=\frac{2Q_{11}P}{1+\varepsilon_0/\eta} .$$

Multiplying numerator and denominator by $\eta$ gives $d_{33}/(\eta+\varepsilon_0)=d_{33}/\varepsilon_{33}$, in agreement with the definition. With $\varepsilon_r=\varepsilon_{33}/\varepsilon_0$ we have $\eta=\varepsilon_0(\varepsilon_r-1)$, so the result can also be written

$$g_{33}=2Q_{11}P\left(1-\frac1{\varepsilon_r}\right).$$

This answers your question about the permittivity. It does stand in the denominator of $d_{33}/\varepsilon_{33}$, but $d_{33}$ contains nearly the same factor, and the two cancel up to a fraction $1/\varepsilon_r$. Your colleague's formula would be exact if $P$ were held fixed. Open terminals hold $D$ fixed instead, and for a large permittivity that is almost the same condition.

The polarization changes by $d_{33}\,d\sigma$ when shorted. When open it changes by $-\varepsilon_0\,dE=\varepsilon_0g_{33}\,d\sigma$. The ratio is

$$\frac{dP_{\rm open}}{dP_{\rm short}}=\frac{\varepsilon_0g_{33}}{d_{33}}=\frac1{\varepsilon_r}.$$

The curvature of the well matters only in so far as the polarization moves, and with open terminals it hardly moves. What remains is the field needed to hold it in place against the stress, $2Q_{11}P$ per unit stress.

The sign is worth following. Compression has $d\sigma<0$, so $dE>0$: the field points along $P$ and supports the poling. The compressed crystal has a slightly smaller $P$, and the charge left on the electrodes more than compensates it. Tension gives a field against $P$. So does the release of a compressed crystal whose voltage has meanwhile leaked away, since the release is then a positive $d\sigma$ starting from $E=0$.

### Same $Q_{11}$, but $P$ may change too

"Independent of permittivity" refers to a comparison at fixed $Q_{11}$ and $P$. If the permittivity is raised by bringing the crystal closer to its Curie temperature $T_c$, then $P$ falls as well. The simplest case has $\gamma=0$, $\beta>0$ and

$$\alpha=\frac{T-T_c}{\varepsilon_0C},$$

with $C$ the Curie constant. This describes a continuous transition in mean-field theory. Setting $E=\sigma=0$ with $P\neq0$ gives $\alpha+\beta P^2=0$, so

$$P=\sqrt{\frac{T_c-T}{\varepsilon_0C\beta}} .$$

The curvature is $1/\eta=\alpha+3\beta P^2=\alpha-3\alpha=-2\alpha$, hence

$$\eta=\frac{\varepsilon_0C}{2(T_c-T)} .$$

The two coefficients become

$$d_{33}=2Q_{11}P\eta=Q_{11}\sqrt{\frac{\varepsilon_0C}{\beta(T_c-T)}},\qquad 2Q_{11}P=2Q_{11}\sqrt{\frac{T_c-T}{\varepsilon_0C\beta}} .$$

As $T$ approaches $T_c$ from below, $d_{33}$ grows without bound in this model while $g_{33}$ goes to zero. Their product stays put:

$$d_{33}\cdot 2Q_{11}P=4Q_{11}^2P^2\eta=4Q_{11}^2\left(\frac{-\alpha}{\beta}\right)\frac1{-2\alpha}=\frac{2Q_{11}^2}{\beta} .$$

This product has a direct meaning. The electrical energy per volume on open circuit is $\tfrac12\varepsilon_{33}E^2=\tfrac12\varepsilon_{33}g_{33}^2\sigma^2=\tfrac12d_{33}g_{33}\sigma^2$. At a given stress, then, moving $T_c$ or $T$ at fixed $Q_{11}$ and $\beta$ trades charge against voltage and leaves this energy unchanged, up to the small $1/\varepsilon_r$ correction. This constancy needs $\gamma=0$. For a continuous transition with $\gamma>0$ the curvature is $1/\eta=2\beta P^2+4\gamma P^4$, so the product is $2Q_{11}^2/(\beta+2\gamma P^2)$ and grows as $P$ falls. With typical Landau coefficients for lead zirconate titanate near the 50/50 composition it rises about threefold between room temperature and $T_c$, and the power laws hold only close to $T_c$. At a first-order transition, $P$ does not go continuously to zero, so these power laws do not apply. The formula for $g_{33}$ still does, because its derivation allowed any $\gamma$.

### Three crystals in numbers

Take three model crystals at 25 °C, all with $Q_{11}=0.09$ m⁴/C² and $\gamma=0$.

- **A** has $T_c=400$ °C, $C=2.0\times10^5$ K and $P=50$ µC/cm².
- **B** has the same $T_c$ and $P$, but its well is half as stiff: $C$ is doubled and $\beta$ is halved.
- **C** has the same $C$ and $\beta$ as A, but $T_c=200$ °C.

For A, the formula for $\eta$ gives

$$\frac{\eta}{\varepsilon_0}=\frac{2.0\times10^5}{2\times375}=266.7,\qquad \varepsilon_r=267.7 .$$

With $2Q_{11}P=2\times0.09\times0.50=0.090$ V m/N,

$$d_{33}=0.090\times266.7\times8.854\times10^{-12}\ \text{C/N}=212.5\ \text{pC/N},$$

$$g_{33}=\frac{90.0}{1+1/266.7}\ \text{mV m/N}=89.7\ \text{mV m/N}.$$

For C, the polarization is $50\sqrt{175/375}=34.2$ µC/cm² and $\eta/\varepsilon_0=2.0\times10^5/350=571.4$. The same steps give the last row:

| | $P$ (µC/cm²) | $\varepsilon_r$ | $d_{33}$ (pC/N) | $g_{33}$ (mV m/N) |
|---|---|---|---|---|
| A | 50.0 | 268 | 212 | 89.7 |
| B | 50.0 | 534 | 425 | 89.8 |
| C | 34.2 | 572 | 311 | 61.4 |

B has twice the $d_{33}$ of A, yet its $g_{33}$ is larger by only 0.2 %, which is the change in the $1/\varepsilon_r$ correction. The neglected area change would raise this to roughly 1 %. C has 1.46 times the $d_{33}$ of A, but 2.14 times the permittivity, so its $g_{33}$ is only $1.46/2.14=0.68$ of A's. A and C have the $d_{33}$ values of your two candidates.

Heating has the same effect as lowering $T_c$. At 200 °C crystal A has $d_{33}=291$ pC/N, which is 37 % more than at 25 °C, and $g_{33}=65.6$ mV m/N, which is 27 % less.

A larger $d_{33}$ can of course come with a clearly larger $g_{33}$. In this model that takes a larger $Q_{11}P$; a flatter well alone changes $g_{33}$ only through the small $1/\varepsilon_r$ correction.

### How a cable can reverse the ranking

Let the element have thickness $t$ and area $A$, and let a cable of capacitance $C_L$ be connected across it. The voltage is $V=Et$, counted positive when the field is along $P$. The charge that is now conserved is the sum of the charges on the element and on the cable:

$$AD+C_LV=AP_0 ,$$

where $P_0$ is the polarization before pressing. Divide by $A$ and insert $D=\varepsilon_0E+P$:

$$\left(\varepsilon_0+\frac{C_Lt}{A}\right)E+P=P_0 .$$

This is the open-circuit condition with $\varepsilon_0$ replaced by $\varepsilon_0+C_Lt/A$. The same replacement in the formula for $g_{33}$ gives

$$-\frac{dE}{d\sigma}=\frac{2Q_{11}P}{1+(\varepsilon_0+C_Lt/A)/\eta}=\frac{d_{33}}{\varepsilon_{33}+C_Lt/A} .$$

A compressive force $F$ means $\sigma=-F/A$. Multiplying the field by $t$ then gives

$$V=\frac{d_{33}F}{C_s+C_L},\qquad C_s=\frac{\varepsilon_{33}A}{t} .$$

There are two limits. For $C_L\ll C_s$ the voltage is $g_{33}Ft/A$, and at equal force and dimensions $g_{33}$ decides. For $C_L\gg C_s$ it is $d_{33}F/C_L$, and $d_{33}$ decides. A charge amplifier, which keeps the terminals near zero voltage, likewise collects the charge $d_{33}F$.

Take $t=1$ mm, $A=10$ mm² and $F=10$ N, so that $\sigma=-1.0$ MPa. With open terminals crystal A gives

$$V=0.0897\ \text{V m/N}\times10^6\ \text{N/m}^2\times10^{-3}\ \text{m}=89.7\ \text{V}.$$

Its own capacitance is 23.7 pF. With a cable of 100 pF, roughly the capacitance of a metre of coaxial cable, the voltage is

$$V=\frac{212.5\ \text{pC/N}\times10\ \text{N}}{(23.7+100)\ \text{pF}}=17.2\ \text{V}.$$

| | $C_s$ (pF) | open (V) | 100 pF cable (V) |
|---|---|---|---|
| A | 23.7 | 89.7 | 17.2 |
| B | 47.3 | 89.8 | 28.9 |
| C | 50.7 | 61.4 | 20.6 |

On open circuit A beats C; with the cable C beats A. The order changes where $d_A/(C_A+C_L)=d_C/(C_C+C_L)$. Cross-multiplying and solving for the load gives

$$C_L=\frac{d_AC_C-d_CC_A}{d_C-d_A}=\frac{212.5\times50.7-311.1\times23.7}{311.1-212.5}\ \text{pF}\approx34\ \text{pF}.$$

For elements of this size, a modest length of cable is enough to reverse the ranking. A larger or thinner element has a larger $C_s$ and is less affected.

The polarization changes in A show the mechanism. Under this load $P$ falls by $2.1\times10^{-2}$ µC/cm² when shorted and by $7.9\times10^{-5}$ µC/cm² when open, a ratio of about 1/268.

### What else acts on the reading

**Meter resistance.** A 10 MΩ meter discharges crystal A and its cable with the time constant $R(C_s+C_L)=1.24$ ms. A slow push will then show far less than 17.2 V. For a push much slower than this time constant the reading is $R\,d_{33}\,dF/dt$, so $d_{33}$ decides the ranking with or without the cable: 10 N applied over 0.3 s gives 0.07 V for A and 0.10 V for C. This too may explain your bench result. To come near the open-circuit voltage, use a buffer with a high input resistance, placed close to the element, and with an input capacitance small beside $C_s$. An input capacitance of only 5 pF already lowers the voltage of crystal A from 89.7 V to 74.0 V.

**Temperature drift.** At fixed $D$ and zero stress, $0=\varepsilon_{33}\,dE+(dP/dT)\,dT$. From the square-root law $dP/dT=-P/[2(T_c-T)]$, so

$$\frac{dV}{dT}=\frac{Pt}{2(T_c-T)\,\varepsilon_{33}}=281\ \text{V/K}$$

for crystal A. A warming of 0.32 K produces as much voltage as the 10 N force. The press should therefore be quick compared with thermal drift, yet a quick press is adiabatic rather than isothermal. With a rough thermal expansion at fixed $D$ of $5\times10^{-6}$ K⁻¹ and a rough heat capacity of $3\times10^6$ J/(m³ K), compression warms the crystal by $298\times5\times10^{-6}\times10^6/(3\times10^6)$ K, or 0.5 mK. With open terminals that adds 0.14 V to 89.7 V, which is negligible. With the cable the polarization moves and the electrocaloric effect takes over: crystal A cools by about 4 mK, and the 17.2 V falls by about 1.3 %.

**Background permittivity.** Electrons and stiff lattice modes also respond to the field. If they contribute no strain, $\varepsilon_0$ in the correction becomes $\varepsilon_b$. For a rough $\varepsilon_b=7\varepsilon_0$, crystal A has $g_{33}=87.7$ mV m/N, which is 2.6 % below $2Q_{11}P$.

**Switching and breakdown.** The open-circuit field in A is 0.90 kV/cm, against a rough coercive field of 10 kV/cm and a rough breakdown field of 100 kV/cm. The stress of 1 MPa is small beside a rough coercive stress of 30 MPa. The small-signal treatment is reasonable at this load, but it would not be at a load some tens of times larger.

### How this compares with real ceramics

The parameters are round values in the rough regime of tetragonal lead zirconate titanate, treated as a single-domain crystal. Commercial poled ceramics of this family typically have a permittivity of about a thousand to a few thousand and a $g_{33}$ of roughly 20 to 30 mV m/N, so the model's permittivities are low and its $g_{33}$ is high by comparison. One assumption that clearly fails is the single domain. In a ceramic the grains point in many directions, poling is incomplete, and domain walls move.

Moving walls add to both $d_{33}$ and $\varepsilon_{33}$, but not necessarily in equal proportion. If they add 50 % to the first and 30 % to the second, as a rough illustration, $g_{33}$ is multiplied by $1.5/1.3=1.15$. That shift is upward, so these assumed shares do not explain the lower ceramic values. Reversed domains left by incomplete poling release charge of the opposite sign and so lower $d_{33}$. In a field they also strain oppositely to their neighbours, and where the domains are bonded together they hinder each other, which lowers $\varepsilon_{33}$ too. The net effect on $g_{33}$ is therefore not obvious. I have not calculated it, nor the average over grain orientations, nor included electrostriction of higher order in $P$, so I would not use $2Q_{11}P$ with single-crystal values to predict the $g_{33}$ of a ceramic.

For your choice you do not need the Landau formula. Take the measured $d_{33}$ and the measured permittivity at constant stress, at your working temperature, and compute $d_{33}F/(C_s+C_L)$ with the capacitance you will really have. This holds for small signals that are fast compared with the electrical decay time and slow compared with the mechanical resonances of the element. It also assumes that the side faces are free to move. In a thin plate, friction at the pressing faces can restrain them and change the effective $d_{33}$, so calibrate the mounted element if you need an accurate force. The remaining values for the three crystals are in the numerical output below.

## Table of computed values

```
Q11, all crystals: 0.09 m^4/C^2
Tc of A and B: 400 C; Tc of C: 200 C
Curie constant of A and C: 2.0e+05 K
Curie constant of B: 4.0e+05 K
beta of A and C: 8.471e+08 J m^5/C^4
beta of B: 4.235e+08 J m^5/C^4
A at 25 C: P = 50.0 uC/cm^2, eps_r = 267.7
  d33 = 212.5 pC/N, g33 = 89.66 mV m/N
  2*Q11*P = 90.00 mV m/N
B at 25 C: P = 50.0 uC/cm^2, eps_r = 534.3
  d33 = 425.0 pC/N, g33 = 89.83 mV m/N
  2*Q11*P = 90.00 mV m/N
C at 25 C: P = 34.2 uC/cm^2, eps_r = 572.4
  d33 = 311.1 pC/N, g33 = 61.37 mV m/N
  2*Q11*P = 61.48 mV m/N
A hot at 200 C: P = 36.5 uC/cm^2, eps_r = 501.0
  d33 = 291.0 pC/N, g33 = 65.60 mV m/N
  2*Q11*P = 65.73 mV m/N
d33 ratio B/A: 2.000
g33 ratio B/A: 1.0019
d33 ratio C/A: 1.464
g33 ratio C/A: 0.684
d33 ratio A hot/A: 1.369
g33 ratio A hot/A: 0.732
element: thickness 1 mm, area 10 mm^2
force 10 N, stress -1.0 MPa
cable capacitance: 100 pF
A: C_s = 23.7 pF, open 89.7 V, with cable 17.2 V
B: C_s = 47.3 pF, open 89.8 V, with cable 28.9 V
C: C_s = 50.7 pF, open 61.4 V, with cable 20.6 V
A: P change, shorted: -2.125e-02 uC/cm^2
A: P change, open: -7.939e-05 uC/cm^2
background eps_r 7 (rough): g33 of A = 87.70 mV m/N
pyroelectric voltage of A: 281 V/K
warming that equals the signal: 0.32 K
rough expansion 5e-06 1/K, heat capacity 3e+06 J/(m^3 K)
adiabatic warming: 0.50 mK, adds 0.14 V
meter 10 Mohm with cable, A: decay time 1.24 ms
open-circuit field in A: 0.90 kV/cm
rough coercive field: 10 kV/cm
rough breakdown field: 100 kV/cm
rough coercive stress: 30 MPa
walls add 50% to d33, 30% to eps33 (rough): g33 times 1.15
```
